# The Finite-Temperature Lehmann Representation and Its Single Spectral Function

An interacting level that can hold one electron of each spin is kept at inverse temperature $\beta=2$. Integrating its imaginary-time Green's function over $0<\tau<\beta$ gives $0.0058-0.3537i$ at the lowest Matsubara frequency. Propagating the operators in real time and integrating over positive times gives $0.0348-0.1282i$ at frequency $0.5$ with damping $0.3$. Both numbers follow from the same short list: a line at $-1$ with weight $0.527$ and a line at $+2$ with weight $0.473$. Why should two different averages, one with real and one with imaginary time, share one list, and what fixes its weights?

Energies are in units of the hopping amplitude of the two-site model used below, Green's functions and $\beta$ in its inverse, and $\hbar=1$. The numerical output calls this unit t; here $t$ is time.

## Setting and theorem

Let $H$ conserve the particle number $N$, and let $K=H-\mu N$ act on a finite-dimensional space with orthonormal eigenstates $K|n\rangle=E_n|n\rangle$. Averages are taken in equilibrium,

$$\langle X\rangle=\frac1Z\mathrm{Tr}\,(e^{-\beta K}X),\qquad Z=\sum_n e^{-\beta E_n}.$$

The energies $E_n$ thus contain $-\mu N$. Let $c$ be a fermion annihilation operator with $\{c,c^\dagger\}=1$, and write $c_{mn}=\langle m|c|n\rangle$ and $\omega_{nm}=E_n-E_m$. With $c(t)=e^{iKt}ce^{-iKt}$ and $c(\tau)=e^{K\tau}ce^{-K\tau}$, define

$$G^R(t)=-i\theta(t)\langle\{c(t),c^\dagger\}\rangle,\qquad G^A(t)=i\theta(-t)\langle\{c(t),c^\dagger\}\rangle,$$

$$\mathcal G(\tau)=-\langle T_\tau\,c(\tau)c^\dagger\rangle,$$

where $T_\tau$ puts the larger imaginary time to the left, with a minus sign if the two operators are exchanged. Since $K$ drives the motion, frequencies are measured from $\mu$.

**Theorem.** Define the spectral function

$$A(\omega)=\frac1Z\sum_{mn}|c_{mn}|^2\left(e^{-\beta E_m}+e^{-\beta E_n}\right)\delta(\omega-\omega_{nm})$$

and, for $z$ off the real axis,

$$G(z)=\int d\omega'\,\frac{A(\omega')}{z-\omega'}.$$

Then $A\ge0$, $\int A\,d\omega=1$, and

$$G^R(\omega)=G(\omega+i0),\qquad G^A(\omega)=G(\omega-i0),\qquad \mathcal G(i\omega_k)=G(i\omega_k),$$

with $\omega_k=(2k+1)\pi/\beta$ for every integer $k$.

## Real time

**Lemma 1.** $\langle\{c(t),c^\dagger\}\rangle=\int d\omega\,A(\omega)e^{-i\omega t}$.

*Proof.* The matrix element of the moving operator is $\langle m|c(t)|n\rangle=e^{i(E_m-E_n)t}c_{mn}=e^{-i\omega_{nm}t}c_{mn}$. Also $\langle n|c^\dagger|m\rangle=c_{mn}^*$. In the first ordering, take the trace over $m$ and insert a complete set $n$:

$$\langle c(t)c^\dagger\rangle=\frac1Z\sum_{mn}e^{-\beta E_m}|c_{mn}|^2e^{-i\omega_{nm}t}.$$

In the second, take the trace over $n$ and insert the set $m$:

$$\langle c^\dagger c(t)\rangle=\frac1Z\sum_{mn}e^{-\beta E_n}|c_{mn}|^2e^{-i\omega_{nm}t}.$$

The phases agree, because in both cases $c(t)$ stands between $\langle m|$ and $|n\rangle$. Only the thermal factor differs. The sum is the statement. $\square$

The two weights have separate meanings. In the $e^{-\beta E_m}$ part the thermal state is $m$, and a particle is added to reach $n$. In the $e^{-\beta E_n}$ part the thermal state is $n$, and a particle is removed to reach $m$. Both processes connect the same two states and so contribute at the same frequency.

Positivity of $A$ is visible in its definition. At $t=0$ the lemma gives $\int A\,d\omega=\langle\{c,c^\dagger\}\rangle=1$. Applying $i\,d/dt$ at $t=0$, with $dc/dt=i[K,c]$ and $i\cdot i[K,c]=[c,K]$, gives the first moment

$$\int d\omega\,\omega A(\omega)=\langle\{[c,K],c^\dagger\}\rangle.$$

*Proof of the theorem, real-time part.* In a finite system the correlation function does not decay, so the half-line integrals need a damping $\eta>0$. For the retarded function and one frequency $\omega'$,

$$-i\int_0^\infty dt\,e^{i(\omega+i\eta-\omega')t}=-i\cdot\frac{-1}{i(\omega+i\eta-\omega')}=\frac1{\omega+i\eta-\omega'}.$$

The upper limit vanishes because of $e^{-\eta t}$. For the advanced function the damping must act at $t\to-\infty$, which requires $\omega-i\eta$:

$$i\int_{-\infty}^0dt\,e^{i(\omega-i\eta-\omega')t}=i\cdot\frac{1}{i(\omega-i\eta-\omega')}=\frac1{\omega-i\eta-\omega'}.$$

Multiplying by $A(\omega')$ and integrating gives $G(\omega+i\eta)$ and $G(\omega-i\eta)$. The limit $\eta\to0^+$ is understood under an integral over $\omega$ with a smooth function. $\square$

Since $A$ is real, $G(z^*)=G(z)^*$, and the advanced function is the complex conjugate of the retarded one. Moreover,

$$-\frac1\pi\,\mathrm{Im}\,G(\omega+i\eta)=\int d\omega'\,A(\omega')\,\frac1\pi\frac{\eta}{(\omega-\omega')^2+\eta^2},$$

which tends to $A(\omega)$ as $\eta\to0^+$, because the Lorentzian has unit area and shrinks to a delta function.

## Imaginary time

**Lemma 2.** For $0<\tau<\beta$, $\mathcal G(\tau-\beta)=-\mathcal G(\tau)$.

*Proof.* At the negative time $\tau-\beta$ the operators are exchanged, and the two minus signs cancel:

$$\mathcal G(\tau-\beta)=\frac1Z\mathrm{Tr}\left[e^{-\beta K}c^\dagger e^{(\tau-\beta)K}c\,e^{(\beta-\tau)K}\right].$$

Move the last exponential to the front, where it combines with $e^{-\beta K}$ to $e^{-\tau K}$. Then move $e^{-\tau K}c^\dagger e^{\tau K}$ to the end:

$$\mathcal G(\tau-\beta)=\frac1Z\mathrm{Tr}\left[e^{-\beta K}c\,e^{-\tau K}c^\dagger e^{\tau K}\right]=\langle c(\tau)c^\dagger\rangle=-\mathcal G(\tau).$$

The middle equality moves $e^{\tau K}$ to the front and commutes it with $e^{-\beta K}$. $\square$

On $(-\beta,\beta)$ the Fourier frequencies are $\nu=\pi j/\beta$, with coefficients $\frac12\int_{-\beta}^{\beta}e^{i\nu\tau}\mathcal G(\tau)d\tau$. By Lemma 2 the negative half equals $-e^{-i\nu\beta}$ times the positive half, so the coefficient is

$$\frac12\left(1-e^{-i\nu\beta}\right)\int_0^\beta d\tau\,e^{i\nu\tau}\mathcal G(\tau).$$

It vanishes for even $j$. For odd $j$ the prefactor is one, which leaves the frequencies $\omega_k$.

*Proof of the theorem, Matsubara part.* For $0<\tau<\beta$ a single ordering occurs, and therefore a single weight:

$$\mathcal G(\tau)=-\frac1Z\sum_{mn}e^{-\beta E_m}|c_{mn}|^2e^{-\omega_{nm}\tau}.$$

The integral of one term, with $e^{i\omega_k\beta}=-1$, is

$$-\int_0^\beta d\tau\,e^{(i\omega_k-\omega_{nm})\tau}=-\frac{e^{i\omega_k\beta}e^{-\beta\omega_{nm}}-1}{i\omega_k-\omega_{nm}}=\frac{1+e^{-\beta\omega_{nm}}}{i\omega_k-\omega_{nm}}.$$

The denominator cannot vanish, since $\omega_k\neq0$. Finally,

$$e^{-\beta E_m}\left(1+e^{-\beta(E_n-E_m)}\right)=e^{-\beta E_m}+e^{-\beta E_n},$$

so the sum over $m,n$ is $G(i\omega_k)$. $\square$

In real time the second weight came from the second operator ordering. Here it comes from the upper limit $\tau=\beta$. The two agree because the operator $K$ that drives the motion also sets the Boltzmann factors.

**Remark (where equilibrium enters).** Replace the thermal state by another stationary state with probabilities $p_n$ for the eigenstates of $K$. The real-time proof survives with weights $p_m+p_n$. The Matsubara proof needs more: it used $e^{-\beta E_m}e^{-\beta\omega_{nm}}=e^{-\beta E_n}$, so it carries over term by term if $p_me^{-\beta\omega_{nm}}=p_n$ for every pair with $c_{mn}\neq0$. An extra factor in $p_n$ that $c$ does not change, such as a function of a conserved $N_\downarrow$ when $c=c_\uparrow$, keeps this condition. Boltzmann factors built from $H$, with the motion still driven by $K$, violate it when $\mu\neq0$. There $p_n\propto e^{-\beta(E_n+\mu N_n)}$, and $c_{mn}\neq0$ requires $N_n=N_m+1$, so $p_me^{-\beta\omega_{nm}}=e^{\beta\mu}p_n$. The $\tau$ integral then carries the weights $p_m+e^{\beta\mu}p_n$, while the real-time functions carry $p_m+p_n$. The pairwise condition is sufficient but not necessary. In general the $\tau$ integral carries the weights $p_m(1+e^{-\beta\omega_{nm}})$, so the result holds when $\sum|c_{mn}|^2(p_me^{-\beta\omega_{nm}}-p_n)=0$ for each line, the sum running over the pairs that share its frequency. A noninteracting level of energy $\xi$ that is doubly occupied with probability $1/(e^{\beta\xi}+1)$ and empty otherwise violates the pairwise condition but satisfies the summed one. Boltzmann factors built from $H$ violate both, since every term then has the sign of $e^{\beta\mu}-1$. With interaction the spectral function itself can also change with the ensemble. Without interaction it cannot, because $c(t)$ is then a linear combination of annihilation operators and $\{c(t),c^\dagger\}$ is a number. In the interacting two-site model below, $G(z)$ built from the weights $p_m+p_n$, with $p_n$ the Boltzmann factors of $H$ and the motion driven by $K$, is $0.075-0.360i$ at $z=i\omega_0$, against $0.009-0.311i$ for the thermal state of $K$.

## Occupation of the lines

**Corollary.** With $f(\omega)=1/(e^{\beta\omega}+1)$,

$$\langle c^\dagger c\rangle=\int d\omega\,A(\omega)f(\omega),\qquad \mathcal G(\tau)=-\int d\omega\,A(\omega)[1-f(\omega)]e^{-\omega\tau}\quad(0<\tau<\beta).$$

*Proof.* In a line at $\omega=\omega_{nm}$ the removal part is $e^{-\beta\omega}$ times the addition part. Its share of the total is therefore

$$\frac{e^{-\beta\omega}}{1+e^{-\beta\omega}}=f(\omega),$$

and the addition share is $1-f(\omega)$. The removal parts add up to $\langle c^\dagger c\rangle$ by the second formula in the proof of Lemma 1 at $t=0$. The addition parts are the weights in $\mathcal G(\tau)$. $\square$

The Fermi function appears here although the particles interact. It gives the filling of each line; the interaction acts through the positions and weights.

## The level worked by hand

Take $K=\xi(n_\uparrow+n_\downarrow)+Un_\uparrow n_\downarrow$ with $\xi=-1$, $U=3$ and $\beta=2$. The energies of the empty, two singly occupied and doubly occupied states are $0,-1,-1$ and $2\xi+U=1$. Hence

$$Z=1+7.389+7.389+0.135=15.913.$$

The operator $c_\uparrow$ connects two pairs of states, each with $|c_{mn}|^2=1$. From $m$ = empty and $n$ = up,

$$\omega=-1,\qquad W_1=\frac{1+7.389}{15.913}=0.527.$$

From $m$ = down and $n$ = double,

$$\omega=1-(-1)=2,\qquad W_2=\frac{7.389+0.135}{15.913}=0.473.$$

The second numerator collects the states with a spin-down electron, so $W_2=\langle n_\downarrow\rangle$ and $W_1=1-\langle n_\downarrow\rangle$. The upper line is the energy $\xi+U$ of a spin-up electron that meets a spin-down one.

The removal parts are $7.389/15.913=0.464$ and $0.135/15.913=0.0085$. They add up to the occupation $0.473$. Relative to their lines they are $0.88$ and $0.018$, the values of $f(-1)$ and $f(2)$. The first moment is $-0.5272+2(0.4728)=0.418$, in agreement with $\xi+U\langle n_\downarrow\rangle$.

At $\omega_0=\pi/2=1.571$ the two lines give

$$G(i\omega_0)=\frac{0.527}{1.571i+1}+\frac{0.473}{1.571i-2}=(0.152-0.239i)+(-0.146-0.115i),$$

which is the opening value $0.006-0.354i$. At $z=0.5+0.3i$ the same list gives

$$\frac{0.527}{1.5+0.3i}+\frac{0.473}{-1.5+0.3i}=(0.338-0.068i)+(-0.303-0.061i)=0.035-0.128i$$

up to rounding of the last digit. The sign of the imaginary part reverses for the advanced function.

The weight $W_1$ can also be read back from $G^R$. The area of $-\mathrm{Im}\,G/\pi$ between $-2$ and $0$ is $0.4975$, $0.5242$ and $0.5269$ for $\eta=0.1$, $0.01$ and $0.001$. To first order in $\eta$ the line at $-1$ loses $2W_1\eta/\pi$ through its tails, and the line at $2$ contributes $W_2\eta(\tfrac12-\tfrac14)/\pi$. The net deficit is $0.298\,\eta$, which explains the tenfold improvement at each step.

**Two limits.** For $\beta\to\infty$ at fixed $\xi$ and $U$, the two singly occupied states share all the probability. Both weights tend to $\tfrac12$, with the lower line full and the upper one empty. For $\beta\to0$ all four states have probability $\tfrac14$. The weights are again $\tfrac12$, but each line is half full. For this level the weights of the lines, and hence $A$, are the same in both limits, and so is the occupation $\tfrac12$; only the filling of each separate line differs.

For a general system with a nondegenerate ground state $0$, the limit $\beta\to\infty$ is

$$A(\omega)\to\sum_n|c_{0n}|^2\delta(\omega-E_n+E_0)+\sum_m|c_{m0}|^2\delta(\omega-E_0+E_m).$$

Addition lies at $\omega>0$ and removal at $\omega<0$. Transitions between two excited states disappear.

## A model with many lines

Two sites with energies $0$ and $0.5$, hopping $1$, repulsion $4$ on each site and $\mu=1.2$ have sixteen states. At $\beta=2$ the spin-up function of the first site has sixteen distinct lines, of which the six strongest hold $0.88$ of the weight. The line at $0.081$ has weight $0.116$, and its removal part is $0.053$, a share of $0.46=f(0.081)$. A line this close to $\mu$ on the scale of the temperature consists of addition and removal in nearly equal parts.

The $\tau$ integral gives $\mathcal G(i\omega_0)=0.009-0.311i$, and the time integrals at $\omega=0.5$, $\eta=0.3$ give $0.267\mp0.210i$ for the retarded and advanced functions. The one list of lines reproduces all three; the tests allow absolute differences of $10^{-9}$ for the $\tau$ integrals and $10^{-6}$ for the time integrals.

As a system grows, its lines can merge into a continuum. A smooth $A$ is then obtained by taking the system size to infinity first and $\eta\to0^+$ afterwards; at fixed size, an $\eta$ well below the spacing of the lines resolves them again. The order matters for the value at a single frequency; under an integral over $\omega$ with a smooth function both orders give the same result.

**Remark (bosonic operators).** Let $B$ be bosonic, with $-\langle B(\tau)B^\dagger\rangle$ for $0<\tau<\beta$ and even frequencies $\nu=2\pi k/\beta$. Now $e^{i\nu\beta}=+1$, and for $\nu\neq0$ the integral gives

$$-\frac{e^{-\beta\omega_{nm}}-1}{i\nu-\omega_{nm}}=\frac{1-e^{-\beta\omega_{nm}}}{i\nu-\omega_{nm}},$$

so the weights become $e^{-\beta E_m}-e^{-\beta E_n}$. For the density of the first site at $\nu=2\pi/\beta$ the direct integral is $-0.037$. The difference of weights reproduces it, while the sum would give $-0.609i$. At $\nu=0$, pairs with $E_n=E_m$ contribute $-\beta e^{-\beta E_m}|B_{mn}|^2/Z$, which the difference formula misses.

## What the Matsubara values determine

The theorem leads from $A$ to $\mathcal G$. The way back needs a further condition. Since $e^{i\beta\omega_k}=-1$, the function $-e^{\beta z}G(z)$ agrees with $G$ at every Matsubara frequency. At $z=0.5+0.3i$, however, it gives $-0.275+0.234i$ for the level, instead of $0.035-0.128i$.

**Proposition.** Fix $0<\delta<\pi/\beta$. At most one function is analytic for $\mathrm{Im}\,z>0$, tends to zero uniformly as $|z|\to\infty$ in $\mathrm{Im}\,z\ge\delta$, and takes given values at all $i\omega_k$ with $k\ge0$.

*Proof.* Let $F$ be the difference of two such functions. It vanishes at these $i\omega_k$ and is bounded by some $M$ for $\mathrm{Im}\,z\ge\delta$. Define

$$B_N(z)=\prod_{k=0}^{N-1}\frac{z-i\omega_k}{z-2i\delta+i\omega_k}.$$

On the line $z=x+i\delta$ numerator and denominator have equal modulus, so $|B_N|=1$. The poles lie below this line, because $\omega_k>\delta$. The zeros of $B_N$ are cancelled by those of $F$, so $F/B_N$ is analytic above the line. It tends to zero at infinity, since $B_N\to1$ there. The maximum principle gives $|F(z)|\le M|B_N(z)|$.

Write $z=x+i(\delta+y)$ with $y>0$, and $s_k=\omega_k-\delta$. Each factor satisfies

$$\frac{x^2+(y-s_k)^2}{x^2+(y+s_k)^2}=1-\frac{4ys_k}{x^2+(y+s_k)^2}\le\exp\left[-\frac{4ys_k}{x^2+(y+s_k)^2}\right]$$

for its squared modulus. For large $k$ the exponent behaves as $-4y/\omega_k$, and $\sum_k1/\omega_k$ diverges. Hence $|B_N|\to0$ and $F=0$ above the line. By the identity theorem $F=0$ in the whole upper half-plane. $\square$

The function $G$ of the theorem satisfies the conditions, being a finite sum of simple poles on the real axis. The impostor fails, because $|e^{\beta z}|=e^{\beta\,\mathrm{Re}\,z}$ grows to the right.

The proof also bounds the difference of two admissible functions that agree only at the first $N$ frequencies by $M|B_N(z)|$, and this bound falls as a power of $N$, slowly when $y\beta/\pi$ is small. For large $k$ the logarithm of each squared factor is close to $-4y/\omega_k$, and $\sum_{k<N}1/\omega_k=(\beta/\pi)\sum_{k<N}1/(2k+1)$ grows as $(\beta/2\pi)\ln N$. Hence $\ln|B_N|^2\approx-(2y\beta/\pi)\ln N$ up to a constant, and $|B_N|$ falls as $N^{-y\beta/\pi}$. The choice $\delta=0.1$, $z=0.5+i$ and $\beta=2$ gives the power $-0.573$. The product is $6.0\times10^{-3}$ for $1000$ frequencies and $4.3\times10^{-4}$ for $100\,000$. As $y\to0$ the power tends to zero, so this bound weakens towards the line $\mathrm{Im}\,z=\delta$. Uniqueness presumes all the values without error; it does not make a continuation from a few rounded ones reliable.

## Values computed for the example and the checks

```
beta = 2.0 1/t, omega = 0.5 t, eta = 0.3 t
lowest Matsubara frequency = 1.570796 t
level: xi = -1.0 t, U = 3.0 t
dimer: hopping = 1.0 t, U = 4.0 t, mu = 1.2 t
dimer: site energies = 0.0, 0.5 t
level: Boltzmann factors (empty, down, up, double) = 1.000000, 7.389056, 7.389056, 0.135335
level: Z = 15.913447
level: occupation of the spin-up orbital = 0.472832
level: first moment of A = 0.418497 t
level: number of distinct lines = 2
level: line at -1.000000 t, weight 0.527168, exp(-beta E_n) part 0.464328
level: line at +2.000000 t, weight 0.472832, exp(-beta E_n) part 0.008504
level: weight in the lines listed = 1.000000
level: Matsubara, tau integral: 0.005815 -0.353658i 1/t
level: Matsubara, from A: 0.005815 -0.353658i 1/t
level: retarded, time integral: 0.034830 -0.128205i 1/t
level: retarded, from A: 0.034830 -0.128205i 1/t
level: advanced, time integral: 0.034830 +0.128205i 1/t
level: advanced, from A: 0.034830 +0.128205i 1/t
dimer: occupation of the spin-up orbital = 0.465166
dimer: first moment of A = 0.660664 t
dimer: number of distinct lines = 16
dimer: line at -2.816834 t, weight 0.053615, exp(-beta E_n) part 0.053424
dimer: line at -1.980776 t, weight 0.157251, exp(-beta E_n) part 0.154314
dimer: line at -0.755281 t, weight 0.245727, exp(-beta E_n) part 0.201286
dimer: line at +0.080776 t, weight 0.116191, exp(-beta E_n) part 0.053413
dimer: line at +2.019224 t, weight 0.088062, exp(-beta E_n) part 0.001525
dimer: line at +2.855281 t, weight 0.218748, exp(-beta E_n) part 0.000722
dimer: weight in the lines listed = 0.879595
dimer: Matsubara, tau integral: 0.009317 -0.310981i 1/t
dimer: Matsubara, from A: 0.009317 -0.310981i 1/t
dimer: retarded, time integral: 0.266803 -0.209958i 1/t
dimer: retarded, from A: 0.266803 -0.209958i 1/t
dimer: advanced, time integral: 0.266803 +0.209958i 1/t
dimer: advanced, from A: 0.266803 +0.209958i 1/t
dimer: off-diagonal Matsubara function: 0.145630 -0.042767i 1/t
dimer: density function, tau integral: -0.036536 -0.000000i 1/t
dimer: density function, minus sign: -0.036536 +0.000000i 1/t
dimer: density function, plus sign (wrong): 0.000000 -0.609059i 1/t
dimer: Matsubara with H in the weights (wrong): 0.075268 -0.360473i 1/t
level: area of -Im G/pi from -2 t to 0, eta = 0.1 t: 0.497476
level: area of -Im G/pi from -2 t to 0, eta = 0.01 t: 0.524188
level: area of -Im G/pi from -2 t to 0, eta = 0.001 t: 0.526870
level: -exp(beta z) G(z) at omega + i eta: -0.274918 +0.234168i 1/t
bounding product at z = 0.5+1.0i t, delta = 0.1 t, 1000 points: 6.003e-03
bounding product at z = 0.5+1.0i t, delta = 0.1 t, 100000 points: 4.290e-04
```
